# Resonant dipole interaction of H(1s) with H(2p)

Two hydrogen atoms are far apart, one in its ground state and the other excited to 2p. Neither has a permanent dipole moment, so one might expect a weak attraction of order $R^{-6}$, as between two ground-state atoms. But the state with the excitation on the other atom has the same energy. The Coulomb interaction can move the excitation across, and the resulting energy shift falls off only as $R^{-3}$. The question is how large this shift is, and which molecular states are attracted and which repelled.

**The degenerate states**

Atomic units are used, with energies in hartree and lengths in bohr. The nuclei are fixed, $a$ at the origin and $b$ at $R\hat{\mathbf z}$. Relativity and retardation are left out at first. The axes on the two atoms are parallel, and $k=x,y,z$ labels the real orbitals $2p_k$. For each $k$ define

$$A=1s_a(1)\,2p_{k,b}(2),\qquad B=2p_{k,a}(1)\,1s_b(2). \tag{1}$$

In both products electron 1 belongs to $a$ and electron 2 to $b$. Let $P$ exchange the electrons. Then $PA$ and $PB$ are two further products of the same energy,

$$E_0=-\tfrac12-\tfrac18=-\tfrac58 .$$

Let $\mathbf r_1$ be the position of electron 1 relative to $a$, and $\mathbf r_2$ that of electron 2 relative to $b$. Acting on $A$ or $B$, the full Hamiltonian gives $E_0+V$, where

$$V=\frac1R+\frac{1}{|\mathbf R+\mathbf r_2-\mathbf r_1|}-\frac{1}{|\mathbf R+\mathbf r_2|}-\frac{1}{|\mathbf R-\mathbf r_1|}. \tag{2}$$

To find its leading form, write $F(\mathbf u)=1/|\mathbf R+\mathbf u|$ and expand:

$$F(\mathbf u)=\frac1R-\frac{u_z}{R^2}+\frac{3u_z^2-u^2}{2R^3}+\dots \tag{3}$$

Equation (2) is $V=F(\mathbf r_2-\mathbf r_1)-F(\mathbf r_2)-F(-\mathbf r_1)+F(0)$. The constant and linear terms cancel. In the quadratic term only the products of one coordinate of each electron survive:

$$V=\frac{-6z_1z_2+2\,\mathbf r_1\!\cdot\!\mathbf r_2}{2R^3}+\dots=\frac{x_1x_2+y_1y_2-2z_1z_2}{R^3}+\dots \tag{4}$$

**The diagonal element vanishes**

The 1s atom, proton and electron together, produces the potential $(1+1/s)e^{-2s}$ at distance $s$ from its nucleus. It is neutral and spherical, so no inverse power of distance appears. The element $\langle A|V|A\rangle$ is the energy of the charges of the 2p atom in this potential. It is exponentially small in $R$, even though the 2p atom has a quadrupole moment. The same holds for $\langle B|V|B\rangle$.

**The hopping element**

The element that moves the excitation is

$$J_k=\langle A|V|B\rangle=\int\!\!\int \rho_k(\mathbf r_1)\,V\,\rho_k(\mathbf r_2)\,d^3r_1\,d^3r_2,\qquad \rho_k=\varphi_{1s}\varphi_{2p_k}. \tag{5}$$

The transition density $\rho_k$ has zero total charge, because 1s and 2p are orthogonal. Every term of (2) that depends on at most one electron therefore integrates to zero. What remains is the Coulomb energy of two transition densities.

With $\rho_z=f(s)\cos\theta$, the potential of the density on $a$ is found from the $l=1$ term of the Coulomb kernel:

$$\phi(\mathbf r)=\frac{4\pi}{3}\cos\theta\left[\frac1{r^2}\int_0^r s^3f\,ds+r\int_r^\infty f\,ds\right]. \tag{6}$$

Since $f\propto s\,e^{-3s/2}$, extending the first integral to infinity and dropping the second changes $\phi$ by exponentially small amounts. The density has the dipole moment

$$d=\int\rho_z\,z\,d^3r=\frac{4\pi}{3}\int_0^\infty s^3f\,ds, \tag{7}$$

so at large $r$ the potential is $\phi=d\,r_k/r^3$ for component $k$. No higher multipole is present.

Near $b$ this potential satisfies Laplace's equation and can be expanded in regular harmonics about $b$. The density $\rho_k$ on $b$ has angular momentum $l=1$, so it selects the linear term, which is its dipole moment times the gradient of $\phi$:

$$J_k=d^2\left.\frac{\partial}{\partial r_k}\frac{r_k}{r^3}\right|_{\mathbf r=R\hat{\mathbf z}}
=d^2\left.\left(\frac1{r^3}-\frac{3r_k^2}{r^5}\right)\right|_{\mathbf r=R\hat{\mathbf z}}. \tag{8}$$

For $k=z$ the bracket is $1/R^3-3/R^3$. For $k=x,y$ the second term is absent. Hence

$$J_\Sigma=-\frac{2d^2}{R^3},\qquad J_\Pi=+\frac{d^2}{R^3}, \tag{9}$$

with exponentially small corrections and no further inverse powers in this matrix element. The result agrees with the operator in (4). Elements between different $k$ vanish by rotation and reflection symmetry about the axis.

**The transition dipole**

The normalized orbitals are

$$\varphi_{1s}=\frac{e^{-r}}{\sqrt\pi},\qquad \varphi_{2p_z}=\frac{z\,e^{-r/2}}{4\sqrt{2\pi}}. \tag{10}$$

The angular average of $z^2$ is $r^2/3$, so

$$d=\frac1{4\sqrt2\,\pi}\cdot\frac{4\pi}3\int_0^\infty r^4e^{-3r/2}dr
=\frac1{3\sqrt2}\cdot\frac{4!}{(3/2)^5}. \tag{11}$$

Now $4!/(3/2)^5=24\cdot32/243=768/243$, which gives

$$d=\frac{768}{729\sqrt2}=\frac{128\sqrt2}{243}=0.7449,\qquad d^2=\frac{2^{15}}{3^{10}}=0.5549. \tag{12}$$

The two coefficients are thus $2d^2=1.110$ and $d^2=0.555$.

**The 2s level**

In nonrelativistic hydrogen 2s is degenerate with 2p, so the pair 1s + 2s must be examined too. If the excitation stays on one atom, the other is a neutral spherical 1s atom, and the coupling between 2s and 2p is exponentially small. If the excitation moves, one of the two densities is $\varphi_{1s}\varphi_{2s}$. It is spherical and, by orthogonality, has zero charge, so its outside potential is exponentially small. At first order, therefore, 1s + 2s does not mix with 1s + 2p through any inverse power of $R$.

At second order a coupling of at most order $R^{-6}$ can arise. The two sets of states are already separated by energies of order $R^{-3}$, so this coupling changes the energies by at most order $R^{-12}/R^{-3}=R^{-9}$.

**Energies, spin and parity**

In the space of $A$ and $B$ the interaction has zero diagonal and off-diagonal element $J$. Its eigenvectors are $A+\tau B$ with $\tau=\pm1$, and

$$V(A+\tau B)\;\to\; J(B+\tau A)=\tau J\,(A+\tau B), \tag{13}$$

where the arrow denotes projection onto the degenerate space. The energy shift is $\tau J$.

The electrons are identical, so the spatial function must be symmetric under $P$ for a singlet and antisymmetric for a triplet. With $\sigma=+1$ for singlets and $\sigma=-1$ for triplets,

$$\Psi_{\sigma\tau}=\tfrac12(1+\sigma P)(A+\tau B). \tag{14}$$

Overlaps and Hamiltonian elements between $A,B$ and $PA,PB$ require each electron to be on both atoms at once and are exponentially small. At large $R$ the energy is therefore $\tau J$ for either spin.

The label g or u is the parity $\pi=\pm1$ under inversion $I$ of both electrons through the midpoint. Inversion takes $1s_a$ to $1s_b$. It takes $2p_{k,a}$ to $-2p_{k,b}$, because the axes are parallel and a p orbital is odd about its own nucleus. Thus

$$IA=-1s_b(1)\,2p_{k,a}(2)=-PB,\qquad IB=-2p_{k,b}(1)\,1s_a(2)=-PA. \tag{15}$$

Using $\tau^2=1$,

$$I(A+\tau B)=-P(B+\tau A)=-\tau P(A+\tau B). \tag{16}$$

Since $I$ commutes with $P$, and $(1+\sigma P)P=P+\sigma=\sigma(1+\sigma P)$,

$$I\Psi_{\sigma\tau}=-\sigma\tau\,\Psi_{\sigma\tau},\qquad \pi=-\sigma\tau . \tag{17}$$

Hence $\tau=-\sigma\pi$, and with (9)

$$\Delta E_\Sigma=+\sigma\pi\,\frac{2d^2}{R^3},\qquad \Delta E_\Pi=-\sigma\pi\,\frac{d^2}{R^3}. \tag{18}$$

The orbitals $1s$ and $2p_z$ are unchanged by reflection in a plane containing the axis, so the $\Sigma$ states are $\Sigma^+$. Writing $\Delta E=C/R^3$:

| States | $\tau$ | $C$ |
|---|---|---|
| $^1\Sigma_u^+,\ {}^3\Sigma_g^+$ | $+1$ | $-1.110$ |
| $^1\Sigma_g^+,\ {}^3\Sigma_u^+$ | $-1$ | $+1.110$ |
| $^1\Pi_u,\ {}^3\Pi_g$ | $+1$ | $+0.555$ |
| $^1\Pi_g,\ {}^3\Pi_u$ | $-1$ | $-0.555$ |

Both signs occur for $\Pi$ as well as for $\Sigma$. As a count, three components, two values of $\tau$ and four spin states give 24 states. This equals the number of ways to choose the excited atom (2), the p orbital (3) and the two electron spins (4).

**What the signs mean**

For $\tau=+1$ the two transition dipoles are in phase. In-phase dipoles attract when they lie along the line joining them and repel when they stand side by side. This is the sign change between $J_\Sigma$ and $J_\Pi$, and the factor 2 is that of the dipole field on its axis.

The phase also decides whether light can reach the state. From $1s_a(1)1s_b(2)$, the matrix element of the total dipole component $r_{1k}+r_{2k}$ is

$$\frac{1}{\sqrt2}(d+\tau d)=\sqrt2\,d\ \ (\tau=+1),\qquad 0\ \ (\tau=-1), \tag{19}$$

and forming functions of definite spin on both sides leaves it unchanged. The singlet ground state is g, so its partners with $\tau=+1$ must be u, in agreement with the table.

The singlet and the triplet with the same $\Lambda$ and the same g or u label have opposite shifts. Their splitting is $2|J|$ and falls off as $R^{-3}$. It comes from the change of $\tau$ that antisymmetry demands, and not from an exchange integral, which would be exponentially small.

If the excitation starts on one atom, in state $A$, the two values of $\tau$ acquire different phases. The probability of finding it on the other atom is $\sin^2(Jt)$, and transfer is first complete at $t=\pi/(2|J|)$.

**The next order**

Second-order perturbation theory adds

$$\Delta E^{(2)}=-\sum_n\frac{|\langle n|V|\Psi\rangle|^2}{E_n-E_0}, \tag{20}$$

where $n$ runs over states outside the degenerate space. The elements of $V$ are of order $R^{-3}$, so the sum starts at $R^{-6}$. Its sign follows from the argument used for the diagonal element. If the 1s atom stays in 1s, the coupling is exponentially small, so that atom must rise to $n\ge2$. The other atom can at best drop to 1s. Every state reached outside the degenerate space then lies above $E_0$, and the second-order term lowers all eight energies.

**Numerical example at 40 bohr**

With $R^3=64\,000$, the sizes of the shifts are

$$|\Delta E_\Sigma|=\frac{1.1099}{64\,000}=1.734\times10^{-5}\ \text{hartree}=3.81\ \text{cm}^{-1},$$

$$|\Delta E_\Pi|=\frac{0.5549}{64\,000}=0.867\times10^{-5}\ \text{hartree}=1.90\ \text{cm}^{-1}.$$

For $\Sigma$, the transfer time $\pi/(2|J|)$ is about $9.1\times10^4$ atomic units of time.

These values can be compared with a two-electron configuration-interaction calculation for the molecule. It uses the orbitals 1s, 2s and 2p on each atom, expanded in Gaussians, with all two-electron configurations they allow. It keeps the full Coulomb interaction, overlap and exchange, and is diagonalized separately for each spin and parity. All eight signs agree with (18), and the magnitudes pass a test at the 1% level. For example, $R^3\Delta E$ is $-1.1108$ for $^1\Sigma_u^+$ and $+1.1091$ for $^1\Sigma_g^+$, against $\mp1.1099$ from the formula. The weight of the 1s2p configurations is at least 0.999999 in each state, so mixing with 1s + 2s is negligible here.

All eight computed energies lie slightly below the formula, as (20) requires. In the mean of the two singlet $\Sigma$ shifts the resonant part cancels. This mean is $-1.345\times10^{-8}$ hartree at 40 bohr and $-1.16\times10^{-9}$ hartree at 60 bohr, which corresponds to an effective power $R^{-6.04}$. The small excess over 6 may come from higher inverse powers, which were not separated. The coefficient of $R^{-6}$ itself cannot be taken from this calculation, because the orbital set omits all atomic states above $n=2$. With all atomic states included, the sum (20) gives $-174.2/R^6$ for $\Sigma$ and $-94.5/R^6$ for $\Pi$, against $-53.3/R^6$ for $\Sigma$ with $n\le2$ only. The values above are therefore not converged in the orbital set. With nine s, six p and three d Gaussian shells per atom, $R^3\Delta E$ at 40 bohr becomes $-1.113$ and $+1.107$, a shift of about $0.002$, and the mean becomes $-4.5\times10^{-8}$ hartree.

**Where the result holds**

At short distance the transition densities overlap. Their full Coulomb energy, computed without expansion in $1/R$, is smaller in magnitude than (9) by 1.6% for $\Sigma$ and 0.3% for $\Pi$ at 10 bohr. At 20 bohr the difference is no more than about one part in a million. These figures concern the hopping element alone. The diagonal and exchange elements neglected above depend on the tail of the 2p density and fall off only as $e^{-R}$ times powers of $R$, more slowly than the $e^{-3R/2}$ of the transition densities. They and the $R^{-6}$ term add to the error of (18) at short distance. At 20 bohr the $R^{-6}$ term alone is about 2% of the shift, and in the larger orbital set the energies differ from (18) by 3 to 4% for $\Sigma$ and about 2% for $\Pi$. Near 10 bohr there is a second obstacle for the singlet $\Sigma^+$ states. The ion pair H$^+$ + H$^-$ has energy $-\tfrac12-\varepsilon-1/R$, with a rough electron affinity $\varepsilon\approx0.028$ hartree. It meets $E_0=-\tfrac58$ at

$$R\approx\frac1{0.125-0.028}\approx10\ \text{bohr}, \tag{21}$$

where a description by neutral atoms alone fails. The polarization of H$^-$ by the proton, left out here, moves the crossing out to about 11 bohr.

At long distance the shift must be compared with the fine structure of 2p. The spin-orbit energy is $\tfrac12\alpha^2\langle r^{-3}\rangle\,\mathbf L\!\cdot\!\mathbf S$, where $\langle r^{-3}\rangle=\tfrac1{24}\int_0^\infty r\,e^{-r}dr=\tfrac1{24}$. The product $\mathbf L\!\cdot\!\mathbf S$ is $\tfrac12$ for $j=\tfrac32$ and $-1$ for $j=\tfrac12$. The splitting is

$$\frac{\alpha^2}{2}\cdot\frac1{24}\cdot\frac32=\frac{\alpha^2}{32}=1.66\times10^{-6}\ \text{hartree}. \tag{22}$$

At 40 bohr this is already about 10% of the $\Sigma$ shift and 19% of the $\Pi$ shift. The shifts themselves change by less. A $\Sigma$ state has no orbital angular momentum along the axis, so spin-orbit coupling changes its energy only at second order. A $\Pi$ state changes at first order by at most $\alpha^2/96$, one third of the splitting, which is about 6% of its shift. The digits quoted above therefore belong to the nonrelativistic model. The splitting equals the $\Sigma$ shift at 87 bohr and the smaller $\Pi$ shift at $87/2^{1/3}\approx69$ bohr. At such distances spin-orbit coupling mixes the states of the table, and it must be diagonalized together with the dipole interaction. The hyperfine coupling of the 1s atom, $2.2\times10^{-7}$ hartree, sets a further limit. It changes the shifts at 40 bohr by at most about 1% for $\Sigma$ and 2% for $\Pi$, but it couples the singlet and triplet of equal $\tau$, such as $^1\Sigma_u^+$ and $^3\Sigma_g^+$, whose exchange splitting there is far smaller. For real atoms at this distance $\tau$ remains a good label, while the spin and g or u labels do not.

Finally, the instantaneous interaction (2) requires $R$ to be small against the reduced wavelength of the 1s–2p light, $1/(\alpha\cdot\tfrac38)=365$ bohr. At 40 bohr retardation changes the shifts by about 0.6%, more than the $R^{-6}$ term does. The simple coefficients $\pm1.110$ and $\pm0.555$ therefore apply in a window: from about 20 bohr outward for an error of a few percent, and well inside the distance at which fine structure takes over. The computed values are collected in the numerical output.

## Numbers as computed

```
d by quadrature = 0.744936 bohr (times e)
d from 128 sqrt(2)/243 = 0.744936 bohr (times e)
d^2 = 0.554929 a.u.
2 d^2 = 1.109858 a.u.
Full Coulomb hopping energy times R^3, in a.u.:
 R = 10 bohr: Sigma -1.092643, Pi 0.553496
 R = 20 bohr: Sigma -1.109857, Pi 0.554929
 R = 30 bohr: Sigma -1.109858, Pi 0.554929
Gaussian 1s energy = -0.499996 hartree
Gaussian 2s energy = -0.124992 hartree
Gaussian 2p energy = -0.124997 hartree
Example distance R = 40 bohr
State: C formula, C two-electron = shift*R^3 (a.u.)
 singlet Sigma g: +1.1099, +1.1091
 singlet Pi g: -0.5549, -0.5552
 singlet Sigma u: -1.1099, -1.1108
 singlet Pi u: +0.5549, +0.5548
 triplet Sigma g: -1.1099, -1.1108
 triplet Pi g: +0.5549, +0.5548
 triplet Sigma u: +1.1099, +1.1091
 triplet Pi u: -0.5549, -0.5552
Shifts at the example distance (1e-5 hartree):
 singlet Sigma g: formula +1.7342, CI +1.7330
 singlet Pi g: formula -0.8671, CI -0.8676
 singlet Sigma u: formula -1.7342, CI -1.7357
 singlet Pi u: formula +0.8671, CI +0.8669
 triplet Sigma g: formula -1.7342, CI -1.7357
 triplet Pi g: formula +0.8671, CI +0.8669
 triplet Sigma u: formula +1.7342, CI +1.7330
 triplet Pi u: formula -0.8671, CI -0.8676
Sigma shift size, formula = 3.806 cm^-1
Pi shift size, formula = 1.903 cm^-1
Smallest 1s2p weight = 0.9999997
Mean singlet Sigma shift, 40 bohr = -1.345e-08 hartree
Mean singlet Sigma shift, 60 bohr = -1.159e-09 hartree
Inverse power of R in this mean = 6.044
2p fine-structure splitting = 1.664e-06 hartree
R where Sigma shift equals it = 87.4 bohr
Reduced wavelength of 1s-2p light = 365 bohr
Rough electron affinity (input) = 0.028 hartree
Rough ion-pair crossing = 10 bohr
```
